# Weyl's inequalities and eigenvalue interlacing under a rank-one perturbation

A Hermitian matrix $A$ is changed into $C=A+E$, where $E$ is also Hermitian. The eigenvalues of $A$ and $E$ are known, but nothing is known about how their eigenvectors are oriented relative to each other. The problem asks what can still be said about the eigenvalues of $C$.

All matrices are $n\times n$ with $n\ge 2$. Eigenvalues are counted with multiplicity and written in ascending order, $\lambda_1(M)\le\lambda_2(M)\le\dots\le\lambda_n(M)$. The orthonormal eigenvectors of $A$, $E$ and $C$, in the same order, are $u_i$, $w_i$ and $z_i$. A dagger denotes the conjugate transpose. For a unit vector $x$, the number $x^\dagger Mx$ is the Rayleigh quotient of $M$.

## (a) Bounds on the Rayleigh quotient

**Let $x$ be a unit vector. What bound on $x^\dagger Ax$ follows if $x$ is orthogonal to the lowest $p-1$ eigenvectors of $A$? What follows if it is orthogonal to all eigenvectors above the $m$-th?**

*Solution.* Expand $x=\sum_i c_iu_i$ with $c_i=u_i^\dagger x$. Since the $u_i$ are orthonormal and $Au_i=\lambda_i(A)u_i$,

$$x^\dagger Ax=\sum_{i=1}^n\lambda_i(A)|c_i|^2,\qquad \sum_{i=1}^n|c_i|^2=1 .$$

The Rayleigh quotient is therefore a weighted average of the eigenvalues. In the first case $c_1=\dots=c_{p-1}=0$, so only eigenvalues with $i\ge p$ enter the average:

$$x\perp u_1,\dots,u_{p-1}\;\Rightarrow\; x^\dagger Ax\ge\lambda_p(A). \tag{1}$$

In the second case only eigenvalues with $i\le m$ enter:

$$x\perp u_{m+1},\dots,u_n\;\Rightarrow\; x^\dagger Ax\le\lambda_m(A). \tag{2}$$

With no orthogonality condition at all, $\lambda_1(A)\le x^\dagger Ax\le\lambda_n(A)$. The same statements hold for $E$ and $C$ with their own eigenvectors.

## (b) Min-max and the same-index bounds

**Show that**

$$\lambda_k(A)=\min_{\dim S=k}\;\max_{x\in S,\;\|x\|=1}x^\dagger Ax, \tag{3}$$

**where $S$ runs over the $k$-dimensional subspaces. Use this to bound $\lambda_k(C)-\lambda_k(A)$.**

*Solution.* Take any $k$-dimensional $S$. Requiring $x\in S$ to be orthogonal to $u_1,\dots,u_{k-1}$ imposes $k-1$ homogeneous linear equations on the $k$ coefficients of $x$ in a basis of $S$. There are fewer equations than unknowns, so a nonzero solution exists, and it can be normalized. By (1) it has $x^\dagger Ax\ge\lambda_k(A)$. Hence the maximum over every $S$ is at least $\lambda_k(A)$.

For the particular choice $S=\mathrm{span}(u_1,\dots,u_k)$, (2) with $m=k$ gives $x^\dagger Ax\le\lambda_k(A)$ throughout $S$, with equality at $x=u_k$. The value $\lambda_k(A)$ is thus attained, which proves (3).

Now apply (3) to $C$. For every unit vector,

$$x^\dagger Ax+\lambda_1(E)\;\le\;x^\dagger Cx=x^\dagger Ax+x^\dagger Ex\;\le\;x^\dagger Ax+\lambda_n(E).$$

The outer terms differ from $x^\dagger Ax$ by constants. Taking the maximum over $S$ and then the minimum over all $S$ preserves the inequalities and carries the constants along, so

$$\lambda_k(A)+\lambda_1(E)\le\lambda_k(C)\le\lambda_k(A)+\lambda_n(E). \tag{4}$$

For Hermitian $E$ the spectral norm is $\|E\|_2=\max_i|\lambda_i(E)|$, and therefore

$$|\lambda_k(C)-\lambda_k(A)|\le\|E\|_2 . \tag{5}$$

No smallness of $E$ has been assumed, and neither have gaps between the eigenvalues of $A$. This distinguishes (5) from a perturbation expansion.

## (c) A lower bound using any pair of eigenvalues

**Equation (4) uses only the extreme eigenvalues of $E$. For given $p$ and $q$ with $p+q\le n+1$, find an eigenvalue of $C$ that is bounded below by $\lambda_p(A)+\lambda_q(E)$.**

*Solution.* We look for one unit vector $x$ on which the quotients of $A$ and $E$ are both bounded below, while that of $C$ is bounded above. Let $m$ be the index of the sought eigenvalue of $C$, and require

- $x\perp u_1,\dots,u_{p-1}$, which is $p-1$ conditions;
- $x\perp w_1,\dots,w_{q-1}$, which is $q-1$ conditions;
- $x\perp z_{m+1},\dots,z_n$, which is $n-m$ conditions.

A nonzero $x$ is guaranteed if there are at most $n-1$ conditions on its $n$ components:

$$(p-1)+(q-1)+(n-m)\le n-1\quad\Longleftrightarrow\quad m\ge p+q-1 .$$

The smallest such $m$ gives the strongest statement, and $m=p+q-1\le n$ is an allowed index. For the normalized solution, (1) applied to $A$ and to $E$, and (2) applied to $C$, give

$$\lambda_p(A)+\lambda_q(E)\le x^\dagger Ax+x^\dagger Ex=x^\dagger Cx\le\lambda_{p+q-1}(C).$$

This is the first of Weyl's inequalities:

$$\lambda_p(A)+\lambda_q(E)\le\lambda_{p+q-1}(C),\qquad p+q\le n+1. \tag{6}$$

The index cannot be lowered in general. Let $A$ be diagonal with $-1$ in its first $p-1$ entries and $0$ elsewhere, and let $E$ be diagonal with $-1$ in the next $q-1$ entries and $0$ elsewhere. Then $\lambda_p(A)=\lambda_q(E)=0$. The sum $C$ has $p+q-2$ eigenvalues equal to $-1$ and the rest equal to $0$, so $\lambda_{p+q-1}(C)=0$ and (6) is an equality. If $p+q>2$, the next lower eigenvalue of $C$ is $-1$ and violates the bound.

## (d) The matching upper bound

**Obtain an upper bound of the same kind without repeating the construction.**

*Solution.* Changing the sign of a matrix reverses the order of its eigenvalues:

$$\lambda_k(-M)=-\lambda_{n+1-k}(M). \tag{7}$$

Take $p+q\ge n+1$ and set $p'=n+1-p$, $q'=n+1-q$. Then $p'+q'=2n+2-p-q\le n+1$, so (6) may be applied to $-A$, $-E$ and $-C$ with indices $p'$ and $q'$. By (7) its left side is $-\lambda_p(A)-\lambda_q(E)$. On its right side the index is $p'+q'-1=2n+1-p-q$, which (7) turns into

$$n+1-(2n+1-p-q)=p+q-n .$$

Thus $-\lambda_p(A)-\lambda_q(E)\le-\lambda_{p+q-n}(C)$. Multiplying by $-1$ reverses the inequality:

$$\lambda_{p+q-n}(C)\le\lambda_p(A)+\lambda_q(E),\qquad p+q\ge n+1. \tag{8}$$

Setting $q=1$ in (6) and $q=n$ in (8) recovers (4).

## (e) A positive rank-one perturbation

**Let $E=\rho vv^\dagger$ with $\rho>0$ and $v\ne0$. Show that the eigenvalues of $C$ interlace those of $A$, and find the sum of all the shifts.**

*Solution.* Every vector orthogonal to $v$ is annihilated by $E$, which gives $n-1$ zero eigenvalues. Also $Ev=\rho\|v\|^2v$. In ascending order,

$$\lambda_1(E)=\dots=\lambda_{n-1}(E)=0,\qquad\lambda_n(E)=\rho\|v\|^2 .$$

Three choices of indices are needed.

- (6) with $p=k$, $q=1$ gives $\lambda_k(A)\le\lambda_k(C)$.
- (8) with $p=k+1$, $q=n-1$, for $k\le n-1$, has $p+q-n=k$ and gives $\lambda_k(C)\le\lambda_{k+1}(A)+0$.
- (8) with $p=q=n$ gives $\lambda_n(C)\le\lambda_n(A)+\rho\|v\|^2$.

Together,

$$\lambda_1(A)\le\lambda_1(C)\le\lambda_2(A)\le\lambda_2(C)\le\dots\le\lambda_n(A)\le\lambda_n(C)\le\lambda_n(A)+\rho\|v\|^2. \tag{9}$$

The trace is the sum of the eigenvalues, and $\mathrm{tr}\,C-\mathrm{tr}\,A=\mathrm{tr}\,E$, so

$$\sum_{k=1}^n\left[\lambda_k(C)-\lambda_k(A)\right]=\rho\|v\|^2. \tag{10}$$

If $A$ is a one-particle Hamiltonian and $E$ a repulsive potential acting on a single orbital, no level moves down, and none passes the next level of the unperturbed system, however strong the repulsion. Consequently the number of levels below any fixed energy either stays the same or drops by one. It cannot grow, because no level moves down. If $m\geq 1$ levels of $A$ lie below that energy, then $\lambda_{m-1}(C)\le\lambda_m(A)$ shows, for $m\ge2$, that at least $m-1$ levels of $C$ do too; for $m=1$ there is nothing to show.

## (f) When is the interlacing strict?

**The inequalities in (9) allow equality. Find the condition under which $\lambda_k(A)<\lambda_k(C)<\lambda_{k+1}(A)$ for all $k<n$ and $\lambda_n(A)<\lambda_n(C)$.**

*Solution.* We need an equation for the eigenvalues of $C$. First consider $I+ab^\dagger$ with $b\neq 0$. It leaves every vector orthogonal to $b$ unchanged, so at least $n-1$ of its eigenvalues equal $1$. Its trace is $n+b^\dagger a$, so the remaining eigenvalue is $1+b^\dagger a$, and

$$\det(I+ab^\dagger)=1+b^\dagger a. \tag{11}$$

For real $\mu$ that is not an eigenvalue of $A$, factor

$$C-\mu I=(A-\mu I)\left[I+\rho(A-\mu I)^{-1}vv^\dagger\right].$$

Write $\lambda_i$ for $\lambda_i(A)$. Using (11) with $a=\rho(A-\mu I)^{-1}v$ and $b=v$, and expanding $v$ in the $u_i$,

$$\det(C-\mu I)=f(\mu)\prod_{i=1}^n(\lambda_i-\mu),\qquad f(\mu)=1+\rho\sum_{i=1}^n\frac{|u_i^\dagger v|^2}{\lambda_i-\mu}. \tag{12}$$

Suppose all $\lambda_i$ are distinct and all overlaps $u_i^\dagger v$ are nonzero. Between its poles $f$ increases, because

$$f'(\mu)=\rho\sum_i\frac{|u_i^\dagger v|^2}{(\lambda_i-\mu)^2}>0 .$$

Just above $\lambda_k$ the denominator $\lambda_k-\mu$ is small and negative, so $f\to-\infty$. Just below $\lambda_{k+1}$ the corresponding denominator is small and positive, so $f\to+\infty$. Each of the $n-1$ gaps therefore contains one zero of $f$. Above $\lambda_n$, $f$ rises from $-\infty$ towards $1$, which gives one more. These $n$ distinct zeros are all the eigenvalues of $C$, since $\det(C-\mu I)$ has degree $n$. The interlacing is strict.

Both conditions are also necessary. If $u_i^\dagger v=0$, then $Cu_i=Au_i+\rho v(v^\dagger u_i)=\lambda_iu_i$, so $\lambda_i$ remains an eigenvalue of $C$, which strict interlacing forbids. If $\lambda_k=\lambda_{k+1}$, no number lies strictly between them. In the degenerate case (9) says more: an $m$-fold eigenvalue of $A$ encloses $m-1$ eigenvalues of $C$ between equal bounds, so at least $m-1$ copies survive.

## (g) Example: a five-site chain

**A particle moves on an open chain of five sites with zero site energies and hopping amplitude $-1$ eV. Compare the bounds with the levels for (i) site energies $0.3,-0.2,0.1,-0.4,0.2$ eV, (ii) a single site energy $\rho=1.5$ eV on the end site, and (iii) the same energy on the central site.**

*Solution.* In units of eV, the unperturbed amplitudes obey $-(\psi_{j-1}+\psi_{j+1})=\lambda\psi_j$ with $\psi_0=\psi_6=0$. Inserting $\psi_j\propto\sin(j\theta)$ and using $\sin((j-1)\theta)+\sin((j+1)\theta)=2\cos\theta\sin(j\theta)$ gives $\lambda=-2\cos\theta$. The condition at $j=6$ requires $\theta=k\pi/6$. Hence

$$\lambda_k(A)=-2\cos\frac{k\pi}{6},\qquad |\psi_j^{(k)}|^2=\frac13\sin^2\frac{jk\pi}{6},\qquad k=1,\dots,5 .$$

The factor $\frac13$ normalizes the state: $\sum_{j=1}^5\sin^2(jk\pi/6)=\frac52-\frac12\sum_{j=1}^5\cos(jk\pi/3)=\frac52+\frac12=3$, because the cosines summed over $j=0,\dots,5$ vanish.

The numerical check gives these levels in eV:

| $k$ | $A$ | (i) disorder | (ii) end site | (iii) centre |
|---|---|---|---|---|
| 1 | −1.732 | −1.830 | −1.671 | −1.402 |
| 2 | −1.000 | −1.057 | −0.787 | −1.000 |
| 3 | 0.000 | 0.199 | 0.369 | 0.433 |
| 4 | 1.000 | 1.008 | 1.430 | 1.000 |
| 5 | 1.732 | 1.679 | 2.158 | 2.469 |

**(i) Disorder.** $E$ is diagonal, so its eigenvalues are the site energies, and (4) confines every shift to the window from $-0.4$ to $0.3$ eV. The actual shifts run from $-0.097$ to $0.199$ eV. The bound is safe but not tight here. It uses only the two spectra, so it must also hold for a diagonal $A$ with the same eigenvalues whose top eigenvector sits on the site with energy $0.3$ eV, and there the top level moves by exactly $0.3$ eV. For the chain, the first-order shift $u_k^\dagger Eu_k$ is an average of the site energies with weights $|\psi_j^{(k)}|^2$. For $k=3$ the weights are $\frac13,0,\frac13,0,\frac13$, which gives $(0.3+0.1+0.2)/3=0.2$ eV, close to the computed shift of $0.199$ eV.

The vector of part (c) can be constructed explicitly. For $p=q=2$ the lower bound is $\lambda_2(A)+\lambda_2(E)=-1.0-0.2=-1.2$ eV. The vector found has $x^\dagger Ax=0.0034$ eV and $x^\dagger Ex=0.1939$ eV, so the chain of inequalities reads

$$-1.2\;\le\;0.0034+0.1939=0.1973\;\le\;\lambda_3(C)=0.1987\quad\text{(eV)}.$$

For this level (4) gives the better lower bound, $0-0.4=-0.4$ eV. Which index pair is best depends on the two spectra.

**(ii) End site.** The weights $\frac13\sin^2(k\pi/6)$ are $\frac1{12},\frac14,\frac13,\frac14,\frac1{12}$. None vanishes and the levels are distinct, so the interlacing must be strict, as the table shows. The third level can be checked in (12). With $\mu=0.3695$ eV the sum is

$$-\frac{0.0833}{2.1016}-\frac{0.2500}{1.3695}-\frac{0.3333}{0.3695}+\frac{0.2500}{0.6305}+\frac{0.0833}{1.3626}=-0.667\ \text{eV}^{-1},$$

and $1+1.5\times(-0.667)=0$ to this accuracy. The five shifts, $0.061+0.213+0.369+0.430+0.426$ eV, add up to $1.5$ eV within rounding, as (10) requires. The top level lies below its bound, $1.732+1.5=3.232$ eV.

**(iii) Central site.** The weights are $\frac13\sin^2(k\pi/2)$, that is $\frac13,0,\frac13,0,\frac13$. States 2 and 4 have a node at the perturbed site and stay at $\mp1$ eV. The other three levels take up the whole sum of shifts, $0.330+0.433+0.737=1.500$ eV.

## (h) Can the upper interlacing bound be improved?

**For the central site, determine what happens to the lowest level as $\rho\to\infty$.**

*Solution.* Only the states with nonzero weight enter $f$. With energies and $\rho$ in eV, the condition $f(\mu)=0$ is

$$1+\frac{\rho}{3}\left[\frac{1}{-\sqrt3-\mu}-\frac1\mu+\frac{1}{\sqrt3-\mu}\right]=0 .$$

The first and third fractions add to $2\mu/(3-\mu^2)$. Subtracting $1/\mu$ gives

$$\frac{2\mu}{3-\mu^2}-\frac1\mu=\frac{2\mu^2-(3-\mu^2)}{\mu(3-\mu^2)}=\frac{3(\mu^2-1)}{\mu(3-\mu^2)} .$$

Multiplying the condition by $\mu(3-\mu^2)/\rho$ and rearranging,

$$\mu^2-1=\frac{\mu(\mu^2-3)}{\rho}. \tag{13}$$

The level pinned at $-1$ is an eigenvalue of $C$ without being a zero of $f$, so we must check that the lowest level is a root of (13). With the zero-weight terms absent, $f$ is continuous and increasing on $-\sqrt3<\mu<0$. It tends to $-\infty$ just above $-\sqrt3$, and at $\mu=-1$ the bracket $3(\mu^2-1)/[\mu(3-\mu^2)]$ vanishes, so $f=1$ there. Hence $f$ has a zero with $-\sqrt3<\mu<-1$, which by (12) is an eigenvalue of $C$. By (9), $\lambda_2(C)\ge-1$, so this zero is the lowest level, and it stays below $-1$ eV for every finite $\rho$. Near $\mu=-1$ the right side of (13) is close to $2/\rho$. Since $\mu$ is bounded, the right side vanishes as $\rho\to\infty$, and $\mu\to-1$. To leading order $\mu^2\approx1+2/\rho$, hence $\mu\approx-1-1/\rho$. The computed levels are $-1.0942$, $-1.0099$ and $-1.0010$ eV for $\rho=10$, $100$ and $1000$ eV.

The limit is $\lambda_2(A)$. For the lowest level, no smaller number can therefore replace $\lambda_2(A)$ as an upper bound independent of $\rho$. The central site does not reach the bound for every level: $\lambda_2(C)$ stays at $-1$ eV, below $\lambda_3(A)=0$, and $\lambda_4(C)$ stays at $1$ eV, below $\lambda_5(A)$. If $v$ may be chosen freely, however, the bound $\lambda_{k+1}(A)$ is attained for every $k<n$. For $v=u_k$ the eigenvalues of $C$ are $\lambda_k(A)+\rho$ and the unchanged $\lambda_i(A)$ with $i\ne k$, so $\lambda_k(C)=\lambda_{k+1}(A)$ once $\rho\ge\lambda_{k+1}(A)-\lambda_k(A)$. For the central-site perturbation the limit $\rho\to\infty$ has a simple picture. The four states whose levels stay finite are expelled from the central site, and for them the chain splits into two pairs of sites, each with levels $\pm1$ eV.

## (i) What if the matrices are not Hermitian?

**Test the norm bound (5) on**

$$A=\begin{pmatrix}0&1\\0&0\end{pmatrix},\qquad E=\begin{pmatrix}0&0\\\varepsilon&0\end{pmatrix},\qquad 0<\varepsilon<1 .$$

*Solution.* Both eigenvalues of $A$ are zero, and $\|E\|_2=\varepsilon$. The characteristic equation of $A+E$ is $\mu^2-\varepsilon=0$, so the eigenvalues move by $\sqrt\varepsilon>\varepsilon$. For $\varepsilon=0.01$ the shift is $0.1$, ten times the norm of the perturbation, and (5) fails.

The argument breaks at part (a). This $A$ has no orthonormal basis of eigenvectors, and its quotient is not an average of its eigenvalues: for $x=(1,1)^T/\sqrt2$ one finds $x^\dagger Ax=\frac12$, although both eigenvalues are zero.

## Values computed for the example and the checks

```
Chain: 5 sites, hopping amplitude -1.0 eV
lambda_1(A) = -1.732051 eV
lambda_2(A) = -1.000000 eV
lambda_3(A) = -0.000000 eV
lambda_4(A) = 1.000000 eV
lambda_5(A) = 1.732051 eV
Disorder site energies (eV): 0.3 -0.2 0.1 -0.4 0.2
Weyl window for shifts: -0.400 to 0.300 eV
Spectral norm of disorder: 0.400 eV
disorder: level 1 = -1.829542, shift = -0.097491 eV
disorder: level 2 = -1.056756, shift = -0.056756 eV
disorder: level 3 = 0.198689, shift = 0.198689 eV
disorder: level 4 = 1.008436, shift = 0.008436 eV
disorder: level 5 = 1.679173, shift = -0.052878 eV
p=q=2: lambda_2(A)+lambda_2(E) = -1.200000 eV
p=q=2: x^T A x = 0.003391 eV
p=q=2: x^T E x = 0.193884 eV
p=q=2: x^T C x = 0.197275 eV; lambda_3(C) = 0.198689 eV
Repulsive site energy rho = 1.5 eV
end site: weight 0.083333, level 1 = -1.670644 eV, shift 0.061407 eV, root -1.670644 eV
end site: weight 0.250000, level 2 = -0.787210 eV, shift 0.212790 eV, root -0.787210 eV
end site: weight 0.333333, level 3 = 0.369495 eV, shift 0.369495 eV, root 0.369495 eV
end site: weight 0.250000, level 4 = 1.430473 eV, shift 0.430473 eV, root 1.430473 eV
end site: weight 0.083333, level 5 = 2.157886 eV, shift 0.425835 eV, root 2.157886 eV
end site: sum of shifts = 1.500000 eV
end site: upper bound on top level = 3.232051 eV
centre site: weight 0.333333, level 1 = -1.402256 eV, shift 0.329795 eV
centre site: weight 0.000000, level 2 = -1.000000 eV, shift 0.000000 eV
centre site: weight 0.333333, level 3 = 0.433254 eV, shift 0.433254 eV
centre site: weight 0.000000, level 4 = 1.000000 eV, shift 0.000000 eV
centre site: weight 0.333333, level 5 = 2.469002 eV, shift 0.736951 eV
centre site: sum of shifts = 1.500000 eV
centre site, rho = 10 eV: lowest level = -1.094191 eV
centre site, rho = 100 eV: lowest level = -1.009949 eV
centre site, rho = 1000 eV: lowest level = -1.000999 eV
non-Hermitian case: perturbation norm = 0.0100 (dimensionless), eigenvalue shift = 0.1000
```
